# The Casida Eigenvalue Problem from the Kohn-Sham Dyson Equation: test program

```python
# Result under test: the density-response Dyson equation chi = chi_s + chi_s f chi
# with a static kernel f is equivalent to
#   [[A, B], [B*, A*]] (X, Y) = Omega diag(1, -1) (X, Y),
#   A = diag(e_a - e_i) + <rho_ia| f |rho_jb>,  B = <rho_ia| f |rho_jb*>,
# where rho_ia = conj(phi_i) phi_a is the transition density of occupied i, empty a.
# Case 1: lattice ring with flux (complex orbitals, two up and one down electron).
# Case 2: H2, STO-3G, exchange-only local density approximation.
import numpy as np
from scipy.linalg import eigh, block_diag
from scipy.constants import physical_constants as pc
from pyscf import gto, dft


def solve_casida(A, B):
    """Positive-energy modes, normalized to X^+X - Y^+Y = 1."""
    size = len(A)
    M = np.block([[A, B], [B.conj(), A.conj()]])
    assert np.allclose(M, M.conj().T, atol=1e-10)
    lowest = np.linalg.eigvalsh(M)[0]
    assert lowest > 0
    S = np.diag(np.r_[np.ones(size), -np.ones(size)])
    vals, vecs = np.linalg.eig(S @ M)
    assert np.max(np.abs(vals.imag)) < 1e-8
    order = [k for k in np.argsort(vals.real) if vals[k].real > 0]
    assert len(order) == size
    X, Y = vecs[:size, order], vecs[size:, order]
    norm = np.sum(abs(X)**2 - abs(Y)**2, axis=0)
    assert np.all(norm > 0)
    return vals.real[order], X / np.sqrt(norm), Y / np.sqrt(norm), lowest


# ---------- Case 1: ring; energies in units of the hopping ----------
sites, theta, c_x, g_c = 6, 0.3, 0.2, 0.2
n_occ = (2, 1)
j = np.arange(sites)
v_ext = 0.3 * np.cos(1.3 * j) + 0.1 * j / sites
hop = np.zeros((sites, sites), complex)
for s in range(sites):
    hop[s, (s + 1) % sites] = -np.exp(1j * theta)
    hop[(s + 1) % sites, s] = -np.exp(-1j * theta)
dist = abs(j[:, None] - j[None, :])
dist = np.minimum(dist, sites - dist)
W = 1 / np.sqrt(1 + dist**2)


def hamiltonian(n):
    v = v_ext + W @ (n[0] + n[1]) - 4 / 3 * c_x * np.cbrt(n) - g_c * n[::-1]
    return hop + v[:, :, None] * np.eye(sites)


def density(psi):
    return np.sum(abs(psi)**2, axis=2)


n0 = np.array([[n_occ[0] / sites] * sites, [n_occ[1] / sites] * sites])
for _ in range(600):
    e, phi = np.linalg.eigh(hamiltonian(n0))
    psi0 = np.zeros((2, sites, 2), complex)
    for s in range(2):
        psi0[s, :, :n_occ[s]] = phi[s][:, :n_occ[s]]
    change = density(psi0) - n0
    n0 = n0 + 0.3 * change
assert np.max(abs(change)) < 1e-11

f_same = [np.diag(-4 / 9 * c_x * n0[s]**(-2 / 3)) for s in range(2)]
f_cross = W - g_c * np.eye(sites)
f = np.block([[W + f_same[0], f_cross], [f_cross, W + f_same[1]]])

gaps, rho = [], []
for s in range(2):
    for i in range(n_occ[s]):
        for a in range(n_occ[s], sites):
            full = np.zeros((2, sites), complex)
            full[s] = phi[s][:, i].conj() * phi[s][:, a]
            rho.append(full.ravel())
            gaps.append(e[s][a] - e[s][i])
gaps, rho = np.array(gaps), np.array(rho)
A = np.diag(gaps) + rho.conj() @ f @ rho.T
B = rho.conj() @ f @ rho.conj().T
omega, X, Y, ring_lowest = solve_casida(A, B)
rho_n = rho.T @ X + rho.conj().T @ Y


def chi_ks(z):
    """Kohn-Sham response summed over all orbital pairs with occupations."""
    blocks = []
    for s in range(2):
        occ = (np.arange(sites) < n_occ[s]).astype(float)
        weight = (occ[:, None] - occ) / (z - (e[s][None, :] - e[s][:, None]))
        pair = np.einsum('xp,xq->xpq', phi[s].conj(), phi[s])
        blocks.append(np.einsum('xpq,pq,ypq->xy', pair, weight, pair.conj()))
    return block_diag(*blocks)


z = 0.7 + 0.2j
cs = chi_ks(z)
dielectric = np.eye(2 * sites) - cs @ f
chi_dyson = np.linalg.solve(dielectric, cs)
chi_modes = ((rho_n / (z - omega)) @ rho_n.conj().T
             - (rho_n.conj() / (z + omega)) @ rho_n.T)
err_chi = np.max(abs(chi_dyson - chi_modes))
assert err_chi < 1e-8
det_direct = np.linalg.det(dielectric)
det_modes = np.prod((z**2 - omega**2) / (z**2 - gaps**2))
assert abs(det_direct - det_modes) < 1e-8 * max(1, abs(det_direct))

# Real-time nonlinear propagation after a weak spin-dependent kick
kick = np.array([np.cos(j), np.sin(2 * j)])
kappa, dt, steps = 1e-3, 0.01, 1000


def propagate(strength):
    psi = np.exp(-1j * strength * kick)[:, :, None] * psi0
    record = []

    def rate(p):
        return -1j * hamiltonian(density(p)) @ p
    for step in range(1, steps + 1):
        k1 = rate(psi)
        k2 = rate(psi + dt / 2 * k1)
        k3 = rate(psi + dt / 2 * k2)
        k4 = rate(psi + dt * k3)
        psi = psi + dt / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
        if step % 50 == 0:
            record.append(density(psi).ravel())
    return np.array(record)


response_rt = (propagate(kappa) - propagate(-kappa)) / (2 * kappa)
times = dt * 50 * np.arange(1, steps // 50 + 1)
overlap = rho_n.conj().T @ kick.ravel()
response_modes = np.array([2 * np.imag(rho_n @ (np.exp(-1j * omega * t) * overlap))
                           for t in times])
err_rt = np.max(abs(response_rt - response_modes))
assert err_rt < 1e-4 and np.max(abs(response_rt)) > 0.05

print("RING (energies in units of the hopping)")
print(f"sites {sites}, electrons up {n_occ[0]}, down {n_occ[1]}")
print(f"bond phase {theta} rad, exchange c_x {c_x}, correlation g_c {g_c}")
print(f"number of transitions: {len(gaps)}")
print("lowest KS gaps:", np.round(np.sort(gaps)[:4], 5))
print("lowest Casida energies:", np.round(omega[:4], 5))
print(f"lowest eigenvalue of [[A,B],[B*,A*]]: {ring_lowest:.5f}")
print(f"test frequency z: {z}")
print(f"max |chi(Dyson) - chi(modes)|: {err_chi:.1e} (1/hopping)")
print(f"det(1 - chi_s f), direct: {det_direct:.6f}")
print(f"det from the two spectra: {det_modes:.6f}")
print(f"kick strength {kappa}, final time {steps * dt:.1f} (1/hopping)")
print(f"largest density response per kick: {np.max(abs(response_rt)):.5f}")
print(f"max |real time - modes|, same quantity: {err_rt:.1e}")

# ---------- Case 2: H2; atomic units ----------
eV = pc['Hartree energy in eV'][0]
bohr = pc['Bohr radius'][0] * 1e10
R_angstrom = 0.74
half = R_angstrom / bohr / 2
mol = gto.M(atom=[['H', (0, 0, -half)], ['H', (0, 0, half)]],
            unit='Bohr', basis='sto-3g', verbose=0)
rks = dft.RKS(mol)
rks.xc = 'lda,'
rks.grids.level = 2
rks.conv_tol = 1e-12
rks.kernel()
assert rks.converged
C, levels = rks.mo_coeff, rks.mo_energy
gap = levels[1] - levels[0]
uks = dft.UKS(mol)
uks.xc = 'lda,'
uks.grids = rks.grids

# Kernel integrals: Coulomb part analytic, exchange part by quadrature
nao = mol.nao_nr()
eri = mol.intor('int2e').reshape(nao, nao, nao, nao)
ci, ca = C[:, 0], C[:, 1]
K_coul = np.einsum('pqrs,p,q,r,s', eri, ci, ca, ci, ca)
orb = dft.numint.eval_ao(mol, rks.grids.coords) @ C
n_spin = orb[:, 0]**2
keep = n_spin > 1e-14
f_x = -(6 / np.pi)**(1 / 3) / 3 * n_spin[keep]**(-2 / 3)
K_x = np.sum(rks.grids.weights[keep] * f_x * (orb[keep, 0] * orb[keep, 1])**2)
K_uu, K_ud = K_coul + K_x, K_coul

# The same integrals from finite differences of the Kohn-Sham potential
dm0 = np.array([np.outer(ci, ci)] * 2)
shift = np.zeros_like(dm0)
eps = 1e-3
shift[0] = eps * (np.outer(ci, ca) + np.outer(ca, ci))
dv = (np.asarray(uks.get_veff(mol, dm0 + shift))
      - np.asarray(uks.get_veff(mol, dm0 - shift))) / (4 * eps)
K_fd = [ci @ dv[s] @ ca for s in range(2)]
assert abs(K_fd[0] - K_uu) < 1e-5 and abs(K_fd[1] - K_ud) < 1e-5

K = np.array([[K_uu, K_ud], [K_ud, K_uu]])
w_h2, X_h2, Y_h2, h2_lowest = solve_casida(gap * np.eye(2) + K, K)
closed = np.sqrt(gap * (gap + 2 * np.array([K_uu - K_ud, K_uu + K_ud])))
assert np.allclose(w_h2, closed, atol=1e-9)
tda = np.linalg.eigvalsh(gap * np.eye(2) + K)

# Static response from self-consistency in a weak field s_sigma * F * z
z_ao = mol.intor('int1e_r')[2]
z_ia = ci @ z_ao @ ca
overlap_ao, h_core = mol.intor('int1e_ovlp'), rks.get_hcore()
field = 1e-3


def static_response(signs):
    dm = dm0.copy()
    for _ in range(70):
        veff = np.asarray(uks.get_veff(mol, dm))
        new = []
        for s in range(2):
            c = eigh(h_core + veff[s] + signs[s] * field * z_ao, overlap_ao)[1][:, 0]
            new.append(np.outer(c, c))
        step = np.array(new) - dm
        dm = dm + 0.5 * step
    assert np.max(abs(step)) < 1e-8
    return -sum(signs[s] * np.sum((dm[s] - dm0[s]) * z_ao) for s in range(2)) / field


print("H2 (STO-3G, exchange-only LDA)")
print(f"bond length: {R_angstrom} angstrom = {2 * half:.5f} bohr")
print(f"occupied / empty level: {levels[0]:.6f} / {levels[1]:.6f} hartree")
print(f"KS gap: {gap:.6f} hartree = {gap * eV:.4f} eV")
print(f"Coulomb integral (ia|ia): {K_coul:.6f} hartree")
print(f"exchange-kernel integral: {K_x:.6f} hartree")
print(f"K_upup: {K_uu:.6f}, finite difference {K_fd[0]:.6f} hartree")
print(f"K_updown: {K_ud:.6f}, finite difference {K_fd[1]:.6f} hartree")
print(f"A diagonal: {gap + K_uu:.6f} hartree")
print(f"lowest eigenvalue of [[A,B],[B,A]]: {h2_lowest:.6f} hartree")
print(f"transition matrix element z_ia: {abs(z_ia):.6f} bohr")
for k, (name, signs) in enumerate([("triplet", (1, -1)), ("singlet", (1, 1))]):
    sign = np.sign(X_h2[0, k])
    x, y = sign * X_h2[:, k], sign * Y_h2[:, k]
    assert abs(x[1] - signs[1] * x[0]) < 1e-7
    moment = np.dot(signs, x + y) * z_ia
    from_modes = 2 * moment**2 / w_h2[k]
    from_scf = static_response(signs)
    assert abs(from_modes - from_scf) < 2e-4 * abs(from_scf)
    print(f"{name} energy: {w_h2[k]:.6f} hartree = {w_h2[k] * eV:.4f} eV")
    print(f"{name} without B: {tda[k]:.6f} hartree = {tda[k] * eV:.4f} eV")
    print(f"{name} X (up, down): {x[0]:.6f}, {x[1]:.6f}")
    print(f"{name} Y (up, down): {y[0]:.6f}, {y[1]:.6f}")
    print(f"{name} static response, modes: {from_modes:.5f} a.u.")
    print(f"{name} static response, finite field: {from_scf:.5f} a.u.")
print("success")
```

Running it gives:

```
RING (energies in units of the hopping)
sites 6, electrons up 2, down 1
bond phase 0.3 rad, exchange c_x 0.2, correlation g_c 0.2
number of transitions: 13
lowest KS gaps: [0.4983  1.00768 1.50106 1.50433]
lowest Casida energies: [0.5731  1.0101  1.49658 1.70867]
lowest eigenvalue of [[A,B],[B*,A*]]: 0.55836
test frequency z: (0.7+0.2j)
max |chi(Dyson) - chi(modes)|: 3.5e-15 (1/hopping)
det(1 - chi_s f), direct: 1.266980+0.347095j
det from the two spectra: 1.266980+0.347095j
kick strength 0.001, final time 10.0 (1/hopping)
largest density response per kick: 0.46907
max |real time - modes|, same quantity: 3.3e-07
H2 (STO-3G, exchange-only LDA)
bond length: 0.74 angstrom = 1.39840 bohr
occupied / empty level: -0.292468 / 0.456627 hartree
KS gap: 0.749095 hartree = 20.3839 eV
Coulomb integral (ia|ia): 0.181210 hartree
exchange-kernel integral: -0.131909 hartree
K_upup: 0.049302, finite difference 0.049301 hartree
K_updown: 0.181210, finite difference 0.181210 hartree
A diagonal: 0.798397 hartree
lowest eigenvalue of [[A,B],[B,A]]: 0.485278 hartree
transition matrix element z_ia: 0.930556 bohr
triplet energy: 0.602925 hartree = 16.4064 eV
triplet without B: 0.617186 hartree = 16.7945 eV
triplet X (up, down): 0.711276, -0.711276
triplet Y (up, down): 0.076898, -0.076898
triplet static response, modes: 7.13765 a.u.
triplet static response, finite field: 7.13757 a.u.
singlet energy: 0.952100 hartree = 25.9080 eV
singlet without B: 0.979607 hartree = 26.6565 eV
singlet X (up, down): 0.712196, 0.712196
singlet Y (up, down): -0.084987, -0.084987
singlet static response, modes: 2.86231 a.u.
singlet static response, finite field: 2.86231 a.u.
success
```
